# Spin-accumulation resistance of a ferromagnet–normal-metal interface and its series-resistor limit

To compute the resistance of a magnetic multilayer with current perpendicular to its layers, one can choose between two procedures. The short one adds the resistances met by each spin channel and joins the two channels in parallel at the end. The long one solves the Valet–Fert diffusion equations, in which electrons change channel on the way. The choice rests on the extra resistance that spin accumulation produces at a ferromagnet–normal-metal interface, and on what becomes of it when the spin-diffusion lengths are long.

One point must be settled first. For an interface between two semi-infinite metals, lengthening both spin-diffusion lengths does not lead to the series-resistor model: as long as the ferromagnet conducts the two spins differently, the interface term grows without limit. The model appears when the layer thicknesses stay fixed while the diffusion lengths grow, provided that the outer ends relax spin strongly. I therefore treat finite layers from the start and obtain the isolated interface as the thick-layer case.

## The structure and its equations

A ferromagnet F fills $-t_F<z<0$ and a normal metal N fills $0<z<t_N$. A charge current density $J$ flows along $+z$. The magnetization is collinear, the response linear and the state steady. All resistances are resistance times area.

Let $\mu_s$ be the electrochemical potential of electrons with spin $s$, and $e>0$. The voltage-like potential $V_s=-\mu_s/e$ includes both drift and diffusion, so that

$$j_s=-\frac{V_s'}{\rho_s},\qquad j_\uparrow+j_\downarrow=J .$$

The channel resistivities are

$$\rho_{\uparrow,\downarrow}=2\rho_F(1\mp\beta)\ \text{in F},\qquad \rho_\uparrow=\rho_\downarrow=2\rho_N\ \text{in N},$$

with the upper sign for $\uparrow$. The interface has channel resistances $2r_b(1\mp\gamma)$ and flips no spins. For $\beta>0$ the up channel conducts better in F. The two channels of F in parallel have resistivity $\rho_F(1-\beta^2)$, not $\rho_F$.

Write $\Delta V=V_\uparrow-V_\downarrow$ and $j_{sp}=j_\uparrow-j_\downarrow$. Spin flips carry a net current $g\,\Delta V$ per unit volume from the up to the down channel:

$$j_\uparrow'=-g\,\Delta V,\qquad j_\downarrow'=+g\,\Delta V. \tag{1}$$

The sum vanishes, as charge conservation requires. Since $V_s''=-\rho_s j_s'$, we have $V_\uparrow''=\rho_\uparrow g\Delta V$ and $V_\downarrow''=-\rho_\downarrow g\Delta V$. Subtracting gives

$$\Delta V''=\frac{\Delta V}{l^2},\qquad \frac1{l^2}=g(\rho_\uparrow+\rho_\downarrow)=4\rho g, \tag{2}$$

where $\rho$ and $l$ stand for $\rho_F,l_F$ or $\rho_N,l_N$. This diffusive description needs $l$ to be well above the mean free path.

The outer ends touch reservoirs that relax spin so strongly that $\Delta V=0$ there. I call them spin sinks. A real lead comes close to this if its resistivity times its spin-diffusion length is small compared with the resistances of the thin layers. Otherwise it acts as a further layer, which the finite-layer results below leave out. Without a statement about the ends, the finite problem has no definite answer.

## First derivation: matching the potentials

Put $j_{\uparrow,\downarrow}=(J\pm j_{sp})/2$ into Ohm's laws for F and subtract:

$$\Delta V'=-\rho_F\left[(1-\beta)(J+j_{sp})-(1+\beta)(J-j_{sp})\right]=-2\rho_F(j_{sp}-\beta J). \tag{3}$$

In N the same relation holds with $\rho_N$ and $\beta=0$. Deep inside a thick ferromagnet $\Delta V'=0$ and $j_{sp}=\beta J$; deep inside a thick normal metal $j_{sp}=0$. The accumulation exists because the current must change from one polarization to the other.

The solutions of (2) that vanish at the sinks are

$$\Delta V=A\,\frac{\sinh[(z+t_F)/l_F]}{\sinh(t_F/l_F)}\ \text{in F},\qquad \Delta V=B\,\frac{\sinh[(t_N-z)/l_N]}{\sinh(t_N/l_N)}\ \text{in N}.$$

Their slopes at the interface are $(A/l_F)\coth(t_F/l_F)$ and $-(B/l_N)\coth(t_N/l_N)$. Inserting these in (3), and writing $P=j_{sp}(0)/J$, gives

$$A=2s_F(\beta-P)J,\qquad B=2s_NPJ, \tag{4}$$

$$s_F=r_F\tanh\frac{t_F}{l_F},\quad s_N=r_N\tanh\frac{t_N}{l_N},\quad r_F=\rho_Fl_F,\quad r_N=\rho_Nl_N.$$

The quantities $s_F$ and $s_N$ measure how strongly each layer resists the removal of a spin current.

Because the interface flips no spins, $j_{sp}$ is continuous. The potential drops across it are $V_\uparrow(0^-)-V_\uparrow(0^+)=r_b(1-\gamma)(J+j_{sp})$ and $V_\downarrow(0^-)-V_\downarrow(0^+)=r_b(1+\gamma)(J-j_{sp})$. Their difference and their mean are

$$A-B=2r_b(P-\gamma)J,\qquad \bar V(0^-)-\bar V(0^+)=r_b(1-\gamma P)J, \tag{5}$$

with $\bar V=(V_\uparrow+V_\downarrow)/2$. Substituting (4) in the first relation and dividing by $2J$ gives $s_F(\beta-P)-s_NP=r_b(P-\gamma)$, so

$$P=\frac{D}{\Sigma},\qquad D=\beta s_F+\gamma r_b,\qquad \Sigma=s_F+s_N+r_b. \tag{6}$$

The interface polarization is thus a mean of the three preferred values, $\beta$ for F, $0$ for N and $\gamma$ for the interface, weighted by the corresponding resistances.

To find the charge resistance, we need a potential that separates the bulk drop from the interface drop. The conductivity-weighted potential

$$W=\tfrac12(1+\beta)V_\uparrow+\tfrac12(1-\beta)V_\downarrow$$

does so. In F its slope is

$$W'=-\rho_F(1+\beta)(1-\beta)(j_\uparrow+j_\downarrow)=-\rho_F(1-\beta^2)J,$$

which is constant even where the accumulation varies. In N, $W=\bar V$ and $W'=-\rho_NJ$. At the sinks the two spin potentials coincide, so $W$ is the reservoir potential. The total resistance is therefore

$$R=\rho_F(1-\beta^2)t_F+\rho_Nt_N+R_{int},\qquad R_{int}=\frac{W(0^-)-W(0^+)}{J}. \tag{7}$$

On the F side $V_{\uparrow,\downarrow}=\bar V\pm A/2$, hence $W(0^-)=\bar V(0^-)+\beta A/2$. With (4), (5) and (6),

$$R_{int}=r_b(1-\gamma P)+\beta s_F(\beta-P)=r_b+\beta^2s_F-DP=r_b+\beta^2s_F-\frac{D^2}{\Sigma}. \tag{8}$$

Without any accumulation, $\Delta V=0$ on both sides, the interface channels would simply be in parallel and give $r_b(1-\gamma^2)$. The remainder is the spin-accumulation resistance:

$$R_{SI}=\beta^2s_F+\gamma^2r_b-\frac{(\beta s_F+\gamma r_b)^2}{\Sigma}. \tag{9}$$

Over the common denominator the numerator is

$$(\beta^2s_F+\gamma^2r_b)(s_F+s_N+r_b)-(\beta s_F+\gamma r_b)^2 .$$

The terms $\beta^2s_F^2$ and $\gamma^2r_b^2$ cancel. What is left is $s_N(\beta^2s_F+\gamma^2r_b)$ and $s_Fr_b(\beta^2+\gamma^2-2\beta\gamma)$, so

$$R_{SI}=\frac{s_N(\beta^2s_F+\gamma^2r_b)+s_Fr_b(\beta-\gamma)^2}{s_F+s_N+r_b}\ \ge 0. \tag{10}$$

## Second derivation: least heat

The same resistance follows from the heat produced at fixed $J$, without solving (2). The unknown is now the profile $j_{sp}(z)$.

In F the Joule heat per volume is

$$\rho_\uparrow j_\uparrow^2+\rho_\downarrow j_\downarrow^2=\frac{\rho_F}{2}\left[(1-\beta)(J+j_{sp})^2+(1+\beta)(J-j_{sp})^2\right].$$

The bracket equals $2J^2+2j_{sp}^2-4\beta Jj_{sp}$. Completing the square gives $\rho_F(1-\beta^2)J^2+\rho_Fq^2$ with $q=j_{sp}-\beta J$. In N, $q=j_{sp}$. The interface has the same algebra with $\rho_F,\beta$ replaced by $r_b,\gamma$, and yields $r_b(1-\gamma^2)J^2+r_b(P-\gamma)^2J^2$.

Spin flips also produce heat. The current that changes channel is $i=-j_\uparrow'=-j_{sp}'/2$ per volume; it falls through $\Delta V=i/g$. Its heat is $i^2/g=j_{sp}'^2/(4g)=\rho l^2q'^2$, by (2). Thus each metal has an excess heat

$$Q=\int\rho\left(q^2+l^2q'^2\right)dz. \tag{11}$$

Two facts connect heat with resistance.

First, the total heat of the true state equals $RJ^2$. In the metals it is $\int(-\sum_sV_s'j_s+g\Delta V^2)dz$. Integration by parts turns $-\int V_s'j_s\,dz$ into boundary terms plus $\int V_sj_s'\,dz$, and $\sum_sV_sj_s'=-g\Delta V^2$ by (1). The flip terms cancel. The boundary terms at $z=0$ cancel the interface heat $\sum_s[V_s(0^-)-V_s(0^+)]j_s$. At the sinks $V_\uparrow=V_\downarrow$, so what remains is $J$ times the applied voltage.

Second, the true state has the least heat. Change $j_{sp}$ by a continuous $\eta(z)$ at fixed $J$, so that $\delta j_{\uparrow,\downarrow}=\pm\eta/2$ and $\delta i=-\eta'/2$. Half the first-order change of heat density is

$$\sum_s\rho_sj_s\,\delta j_s+\frac ig\,\delta i=-\frac{\Delta V'\eta}{2}-\frac{\Delta V\eta'}{2}=-\frac12(\Delta V\,\eta)'.$$

Its integral leaves $-\frac12[\Delta V(0^-)-\Delta V(0^+)]\eta(0)$, because $\Delta V$ vanishes at the sinks. The interface contributes the same quantity with the opposite sign. The first-order change is therefore zero, and the second-order change is a sum of squares with positive coefficients.

The minimum of (11) at a given interface value $q_0$ needs no differential equation of second order. Let $x$ be the distance from the sink, $t$ the layer thickness and $T=\tanh(x/l)$, for which $l\,dT/dx=1-T^2$. Then

$$q^2+l^2\left(\frac{dq}{dx}\right)^2=\left(l\frac{dq}{dx}-Tq\right)^2+l\frac{d}{dx}(Tq^2), \tag{12}$$

as expansion shows: the cross terms cancel, and $T^2q^2+(1-T^2)q^2=q^2$. The last term integrates to $l\tanh(t/l)\,q_0^2$. The square can be made zero by $l\,dq/dx=Tq$, that is $q\propto\cosh(x/l)$. Hence $Q_{min}=\rho l\tanh(t/l)\,q_0^2$, which is $s_Fq_0^2$ or $s_Nq_0^2$.

With $q_0=(P-\beta)J$ in F and $PJ$ in N, the heat beyond the bulk terms and the bare interface is $J^2$ times

$$h(P)=s_F(P-\beta)^2+s_NP^2+r_b(P-\gamma)^2=\Sigma P^2-2DP+\beta^2s_F+\gamma^2r_b. \tag{13}$$

Setting $h'(P)=0$ gives $P=D/\Sigma$, which is (6), and the minimum $\beta^2s_F+\gamma^2r_b-D^2/\Sigma$ is (9).

This form shows where the power goes. Each of the three regions would prefer its own polarization, and each term is the cost of the compromise. In a thick layer $T\to1$ wherever $q$ is appreciable, so $q^2=l^2q'^2$: half the excess heat is Joule heat and half is released by spin flips.

## What each derivation assumes

Both use the same linear transport laws, collinear spins, diffusive layers and a spin-conserving interface. If the interface flips spins, $j_{sp}$ jumps there and both calculations must be changed. They differ in what else they need.

Matching uses only the local laws and the boundary conditions. It still works if an end is held at a given nonzero $\Delta V$ by an external spin source, after the corresponding solution of (2) is inserted. It also delivers the potentials themselves.

The heat argument needs ends where no spin source supplies power; otherwise the heat is not $RJ^2$. It also needs positive resistances and a positive $g$, so that the stationary state is a minimum. In return it gives inequalities. Any trial profile $j_{sp}$ that is continuous, also across the interface, yields an upper bound on $R$. At fixed resistivities, a larger $l$ never lowers the cost (11) of a trial profile, so it cannot lower $R$. Spin flips open additional paths for the current, which can lower the resistance but not raise it.

## Thick layers and thin layers

For $t_F\gg l_F$ and $t_N\gg l_N$, $s_F\to r_F$ and $s_N\to r_N$, and (10) becomes the property of an isolated interface. If $r_b=0$,

$$R_{SI}=\frac{\beta^2r_Fr_N}{r_F+r_N},$$

which is governed by the smaller of $r_F$ and $r_N$: the spin current relaxes where relaxation is cheap. If both lengths grow in proportion, so does this resistance. That is the divergence mentioned at the outset.

Now keep the thicknesses fixed and let $t_F/l_F$ and $t_N/l_N$ tend to zero. Since $l\tanh(t/l)\to t$,

$$s_F\to a=\rho_Ft_F,\qquad s_N\to n=\rho_Nt_N.$$

Let $\Sigma_0=a+n+r_b$ and $D_0=\beta a+\gamma r_b$. From (7) and (8),

$$R\to a(1-\beta^2)+n+r_b+\beta^2a-\frac{D_0^2}{\Sigma_0}=\Sigma_0-\frac{D_0^2}{\Sigma_0}. \tag{14}$$

The series resistances of the two channels are

$$R_{\uparrow,\downarrow}=2\left[a(1\mp\beta)+r_b(1\mp\gamma)+n\right]=2(\Sigma_0\mp D_0),$$

and in parallel they give

$$\frac{R_\uparrow R_\downarrow}{R_\uparrow+R_\downarrow}=\frac{4(\Sigma_0^2-D_0^2)}{4\Sigma_0}=\Sigma_0-\frac{D_0^2}{\Sigma_0}.$$

This is (14), the two-current series-resistor model. Here the spin-accumulation resistance has not disappeared. It is the part of the two-channel result that is missed if each layer and interface is first reduced to a single resistance.

The first correction follows from $l\tanh(t/l)\simeq t-t^3/(3l^2)$. Because $h$ is stationary in $P$, only its explicit dependence on $s_F$ and $s_N$ matters at this order. With $P_0=D_0/\Sigma_0$,

$$R-R_{series}\simeq-\frac13\left[(\beta-P_0)^2a\frac{t_F^2}{l_F^2}+P_0^2n\frac{t_N^2}{l_N^2}\right]. \tag{15}$$

For this bilayer, then, thicknesses well below the diffusion lengths suffice.

## Why a spin valve asks for more

Magnetoresistance compares two alignments. Take a symmetric F/N/F valve with spacer thickness $t_N$, spin-sink ends at opposite potentials, and $z$ measured from its middle for the moment.

For parallel magnetizations, reflection gives $V_s(z)=-V_s(-z)$, so $\Delta V=0$ at the middle. Each half is a bilayer with spacer thickness $t_N/2$, and $s_N=r_N\tanh(t_N/2l_N)$.

For antiparallel magnetizations, reflection must be combined with exchange of the spin labels: $V_\uparrow(z)=-V_\downarrow(-z)$. Then $\Delta V$ is even, so its slope, and with it $j_{sp}$, vanishes at the middle. In the half-spacer $\Delta V\propto\cosh(y/l_N)$, with $y$ the distance from the middle. At the interface, (3) now gives $B=2r_N\coth(t_N/2l_N)\,PJ$. The coefficient $s_N$ is replaced by $r_N\coth(t_N/2l_N)$. The mean potential is zero at the middle in both cases, so (7) and (8) hold for each half. Doubling and subtracting,

$$R_{AP}-R_P=2D^2\left(\frac1{\Sigma_P}-\frac1{\Sigma_{AP}}\right), \tag{16}$$

where $\Sigma_P$ and $\Sigma_{AP}$ contain the tanh and the coth.

The series model has no spin flips, which means $\Sigma_{AP}\to\infty$. For a thin spacer $r_N\coth(t_N/2l_N)\simeq2\rho_Nl_N^2/t_N$, so the model's value of $R_{AP}-R_P$ requires

$$\frac{2\rho_Nl_N^2}{t_N}\gg\rho_Ft_F+r_b \tag{17}$$

in addition to $t\ll l$. A resistive interface holds the spins in the spacer so long that they flip there even when the spacer is thin.

## Numbers

The following round values are model parameters and describe no particular material: $\rho_F=100$ nΩ m, $\beta=0.7$, $l_F=40$ nm; $\rho_N=10$ nΩ m, $l_N=300$ nm; $r_b=0.5$ fΩ m², $\gamma=0.3$. They give $r_F=4$ and $r_N=3$ fΩ m².

For thick layers, (6) gives $P=(0.7\times4+0.3\times0.5)/7.5=0.393$. At $J=10^{11}$ A/m² the accumulations (4) are $\Delta V=0.245$ mV on the F side and $0.236$ mV on the N side. Equation (10) gives

$$R_{SI}=\frac{3(0.49\times4+0.09\times0.5)+4\times0.5\times0.16}{7.5}=0.845\ \text{fΩ m}^2,$$

or $8.45\times10^{-4}$ Ω µm². The bare interface has $0.455$ fΩ m², so here accumulation contributes the larger part. Of $R_{SI}$, the terms of (13) assign $0.376$ to F, $0.464$ to N and $0.004$ fΩ m² to the interface. With both diffusion lengths ten times longer, $R_{SI}$ is $8.40$ fΩ m².

Now take $t_F=10$ nm and $t_N=100$ nm. Then $a=n=1$ fΩ m², $\Sigma_0=2.5$ and $D_0=0.85$ fΩ m². The channels have $3.3$ and $6.7$ fΩ m², and the series model gives $2.211$ fΩ m². The full formula gives $2.204$ fΩ m², lower by 0.3%. With tenfold diffusion lengths, (15) with $P_0=0.34$ puts the difference at $-7.0\times10^{-5}$ fΩ m².

The ends are spin sinks in all these examples. Long leads made of the metal N itself would not be sinks, because $r_N=3$ fΩ m² exceeds $a$ and $n$; the values given here do not apply to them.

For the valve F(10 nm)/N(100 nm)/F(10 nm), (16) gives the following values when both diffusion lengths are multiplied by a common factor.

| Factor | $R_{AP}-R_P$ (fΩ m²) | Relative to $R_P$ |
|---|---|---|
| 0.1 | 0.011 | 0.35% |
| 1 | 0.636 | 19.4% |
| 10 | 0.722 | 22.0% |
| series model | 0.723 | 22.0% |

The row for factor 0.1 only illustrates the equations. In a free-electron metal with the electron density of copper, 10 nΩ m corresponds to a mean free path of about 66 nm, longer than the $l_N=30$ nm of that row, so the diffusive description would not hold there.

The same estimate limits the sinks. In such a metal, resistivity times mean free path is about 0.66 fΩ m², so a long uniform lead in the diffusive regime has $\rho l$ above that value, which is not small against $a=n=1$ fΩ m². Nonmagnetic leads with $\rho l=0.66$ fΩ m² and no contact resistance would lower the factor-1 value of $R_{AP}-R_P$ from 0.636 to 0.46 fΩ m², and leads of the metal N to 0.23 fΩ m². The table is the limit of ideal sinks.

At factor 1 the series model overestimates the bilayer resistance by 0.3%, but $R_{AP}-R_P$ by about 14%, each relative to the full result. For these parameters the difference between alignments is the more sensitive quantity.

Finally, keep factor 10 and raise $r_b$ to 5000 fΩ m² (5 Ω µm², the range of a thin tunnel barrier rather than a metallic interface). The ratios $t_F/l_F=0.025$ and $t_N/l_N=0.033$ are small, yet $r_N\coth(t_N/2l_N)=1800$ fΩ m² is below $r_b$, and (17) fails. The series model predicts $R_{AP}-R_P=901$ fΩ m²; the diffusion equations give 238 fΩ m², or 26% of it. In this valve, adding the channel resistances would be the wrong way to find the difference between alignments, although every layer is much thinner than its spin-diffusion length.
